\section*{Voltage Pull-In of a Spring-Supported Plate over a Vacuum Gap}

\section{Definitions and conventions}

A flat conducting plate of area $A$ faces a fixed, parallel conductor across a vacuum gap. With no voltage applied the gap is $g$. The travel $x$ of the plate is counted positive toward the fixed conductor, so the remaining gap is
\begin{equation}
d=g-x,\qquad 0\le x<g .
\end{equation}
The support pulls the plate back with force $Kx$, where $K$ is the total stiffness of all supports acting together. The voltage between the conductors is $V$, and the plates carry charges $Q$ and $-Q$ with $Q\ge 0$. Forces on the moving plate are positive when they close the gap. SI units are used, and $\epsilon_0$ is the vacuum permittivity.

This is a simple model of a stiff metal plate on compliant supports above a vacuum gap. It describes a metal line over an insulating gap only roughly, because a line held at its ends bends. In linear bending theory without edge fields, the centre of a line clamped at both ends travels about $0.40g$ before pull-in, not $g/3$. An evacuated gap has the lowest static permittivity of the usual insulators, but it offers no mechanical resistance to closure. All the stiffness must come from the support.

The model assumes that the plate moves without tilting or bending, that the spring is linear over the whole gap, and that the plate is much wider than the gap, so that edge fields can be neglected. Weight, surface forces, and mechanical stops are left out. The fixed conductor is bare until Section~\ref{sec:liner}.

The result concerns a voltage that is held by a source and raised slowly from zero, so that the plate follows its stable equilibrium. That equilibrium ends at
\begin{equation}
x_{\mathrm{PI}}=\frac g3,\qquad
V_{\mathrm{PI}}=\sqrt{\frac{8Kg^3}{27\epsilon_0A}} .
\label{eq:result}
\end{equation}
The subscript stands for pull-in, the closure of the gap by electrostatic attraction. Both conditions, a held voltage and a slow rise, matter: Sections~\ref{sec:charge} and \ref{sec:step} show what changes when either is dropped.

\section{Electrostatic force}

Consider first one wide sheet with surface charge density $\sigma$. A ring of radius $r$ and width $dr$ carries charge $2\pi r\sigma\,dr$. At height $d$ above the centre its sideways field cancels by symmetry. The normal component is the Coulomb field multiplied by $d/\sqrt{r^2+d^2}$, so the sheet produces
\begin{align}
E_1&=\int_0^\infty\frac{2\pi r\sigma}{4\pi\epsilon_0}
\frac{d}{(r^2+d^2)^{3/2}}\,dr\nonumber\\
&=\frac{\sigma d}{2\epsilon_0}
\left[-\frac{1}{\sqrt{r^2+d^2}}\right]_0^\infty
=\frac{\sigma}{2\epsilon_0}.
\end{align}
Between two oppositely charged sheets the two fields point the same way and add to $\sigma/\epsilon_0$. The voltage is this field times the gap, and $Q=\sigma A$. Therefore
\begin{equation}
V=\frac{\sigma d}{\epsilon_0},\qquad
Q=\frac{\epsilon_0A}{g-x}V=C(x)V,\qquad
C(x)=\frac{\epsilon_0A}{g-x}.
\label{eq:cap}
\end{equation}
A rigid plate exerts no net force on itself. The force on it is its charge times the field of the other plate alone, which explains the factor one half:
\begin{equation}
F=Q\frac{\sigma}{2\epsilon_0}
=\frac{Q^2}{2\epsilon_0A}
=\frac{\epsilon_0AV^2}{2(g-x)^2}.
\label{eq:force}
\end{equation}

\section{Potential energy at fixed voltage}

The field energy is the energy density times the volume,
\begin{equation}
U=\frac{\epsilon_0}{2}\left(\frac Vd\right)^2Ad=\frac12CV^2 .
\end{equation}
It grows when the gap closes at fixed $V$, although the force is attractive. The source accounts for the difference. During a displacement $dx$ it delivers charge $dQ=V\,dC$ and work $V\,dQ=V^2dC$. The field energy takes up $V^2dC/2$, and the rest is mechanical work:
\begin{equation}
F\,dx=V^2dC-\frac12V^2dC=\frac12V^2dC .
\end{equation}
Since $dC/dx=\epsilon_0A/(g-x)^2$, this reproduces Eq.~\eqref{eq:force}.

The energy of the source falls by $VQ=CV^2$ while the field gains $CV^2/2$. Adding the spring energy gives the potential for motion at fixed voltage, up to a constant:
\begin{equation}
\Pi(x)=\frac12Kx^2-\frac12\frac{\epsilon_0AV^2}{g-x},
\qquad \Pi'(x)=Kx-F .
\label{eq:pi}
\end{equation}
The minus sign of the electrical term is thus a consequence of including the source.

\section{Equilibria and the pull-in voltage}

Equilibrium requires $\Pi'=0$, or $Kx=F$. Multiplying by $2(g-x)^2$ and dividing by $\epsilon_0A$ gives
\begin{equation}
V^2=\frac{2K}{\epsilon_0A}\,h(x),\qquad h(x)=x(g-x)^2 .
\label{eq:equilibrium}
\end{equation}
The product rule gives
\begin{equation}
h'(x)=(g-x)^2-2x(g-x)=(g-x)(g-3x).
\end{equation}
For $0\le x<g$ the first factor is positive. Hence $h$ rises from zero until $x=g/3$ and then falls, tending to zero at contact. Its maximum is
\begin{equation}
h\!\left(\frac g3\right)=\frac g3\left(\frac{2g}{3}\right)^2
=\frac{4g^3}{27}.
\end{equation}
Inserting this into Eq.~\eqref{eq:equilibrium} yields $V_{\mathrm{PI}}^2=8Kg^3/(27\epsilon_0A)$, which is Eq.~\eqref{eq:result}.

For $0<V<V_{\mathrm{PI}}$ there is one equilibrium on each side of $g/3$. At $V_{\mathrm{PI}}$ they merge, and above it there is none. The direction of motion elsewhere follows from the net force, written over a common denominator:
\begin{equation}
F-Kx=\frac{\epsilon_0AV^2-2Kh(x)}{2(g-x)^2}.
\label{eq:net}
\end{equation}
Above $V_{\mathrm{PI}}$ the numerator is positive at every $x$, so the net force closes the gap wherever the plate is.

\subsection{Explicit travel}

Define $s=x/g$ and $\nu=V/V_{\mathrm{PI}}$. Dividing Eq.~\eqref{eq:equilibrium} by $V_{\mathrm{PI}}^2$ gives
\begin{equation}
\nu^2=\frac{27}{4}s(1-s)^2 .
\label{eq:reduced}
\end{equation}
This cubic has a convenient solution. Set $s=\frac43\sin^2\theta$. The triple-angle identity then reads
\begin{equation}
\sin3\theta=3\sin\theta-4\sin^3\theta
=3\sin\theta\,(1-s).
\end{equation}
Squaring and using $\sin^2\theta=3s/4$ gives $\sin^2 3\theta=\frac{27}{4}s(1-s)^2=\nu^2$. The two equilibria are therefore
\begin{align}
x_{\mathrm s}&=\frac{4g}{3}\sin^2\!\left(\frac{\arcsin\nu}{3}\right),
\label{eq:stable}\\
x_{\mathrm u}&=\frac{4g}{3}\sin^2\!\left(\frac{\pi-\arcsin\nu}{3}\right),
\label{eq:unstable}
\end{align}
with angles in radians and $0<\nu\le1$. As $\nu$ rises from zero to one, the first angle runs from $0$ to $\pi/6$ and $x_{\mathrm s}$ from $0$ to $g/3$. The second runs from $\pi/3$ to $\pi/6$, so $x_{\mathrm u}$ moves from contact back to $g/3$.

\section{Stability}

The stiffness against a small displacement at fixed voltage is the second derivative of Eq.~\eqref{eq:pi}:
\begin{equation}
\Pi''=K-\frac{\epsilon_0AV^2}{(g-x)^3}.
\end{equation}
At an equilibrium $\epsilon_0AV^2=2Kx(g-x)^2$. Substitution gives
\begin{equation}
k_V=K-\frac{2Kx}{g-x}=K\frac{g-3x}{g-x}.
\label{eq:stiffness}
\end{equation}
It is positive for $x<g/3$ and negative for $x>g/3$. Thus $x_{\mathrm s}$ is a minimum of $\Pi$ and $x_{\mathrm u}$ a maximum. The maximum is the barrier that the plate must cross to collapse at a voltage below $V_{\mathrm{PI}}$.

At $V_{\mathrm{PI}}$ the stiffness vanishes, and the second derivative alone does not decide stability. Equation~\eqref{eq:net} does. Its numerator is then $2K[4g^3/27-h(x)]$, which is positive on both sides of $g/3$. A plate displaced slightly backward is pushed toward $g/3$, but one displaced slightly forward is pushed on to contact. The merged equilibrium is unstable.

\subsection{Small voltage and the approach to pull-in}

For small travel, $(1-s)^2\approx1$ in Eq.~\eqref{eq:equilibrium}, so
\begin{equation}
x_{\mathrm s}\approx\frac{\epsilon_0AV^2}{2Kg^2}.
\label{eq:small}
\end{equation}
The travel is quadratic in voltage, and reversing the polarity leaves it unchanged.

Near pull-in, put $s=\frac13-u$. Then
\begin{align}
s(1-s)^2&=\left(\frac13-u\right)
\left(\frac49+\frac{4u}{3}+u^2\right)\nonumber\\
&=\frac4{27}+\left(\frac49-\frac49\right)u
+\left(\frac13-\frac43\right)u^2-u^3\nonumber\\
&=\frac{4}{27}-u^2-u^3 .
\end{align}
Equation~\eqref{eq:reduced} becomes $u^2+u^3=\frac4{27}(1-\nu^2)$. To leading order on the stable side, $u\approx\frac{2}{3\sqrt3}\sqrt{1-\nu^2}$. Equation~\eqref{eq:stiffness} reads $k_V/K=3u/(\frac23+u)\approx9u/2$, hence
\begin{equation}
k_V\approx\sqrt3\,K\sqrt{1-\nu^2}.
\label{eq:soft}
\end{equation}
The square root means that the stiffness drops steeply just before pull-in. A small margin in voltage corresponds to a much larger remaining margin in travel.

\section{Fixed charge instead of fixed voltage}
\label{sec:charge}

Now let the plates be charged and disconnected, with no other conductor sharing their charge. No source does work, and the potential is the field energy $Q^2/(2C)$ plus the spring energy:
\begin{equation}
\Pi_Q=\frac{Q^2(g-x)}{2\epsilon_0A}+\frac12Kx^2 .
\end{equation}
Its derivatives are
\begin{equation}
\Pi_Q'=Kx-\frac{Q^2}{2\epsilon_0A},\qquad \Pi_Q''=K .
\end{equation}
The equilibrium $x=Q^2/(2\epsilon_0AK)$ is stable for every $x<g$. In this model the plate can be placed anywhere in the gap by metering its charge, but only because tilting is excluded. A tilt raises the capacitance and so lowers the field energy at fixed charge. For a square plate of side $L$ on four equal springs at its corners, the stiffness against tilting about either midline is $KL^2/4-KxL^2/[6(g-x)]$, which vanishes at $x=0.6g$. If the springs are instead spread evenly along two opposite edges, this holds only for the midline between those edges. About the other midline the spring term is $KL^2/12$, and the plate tips already at $x=g/3$. Longer travel needs supports that resist tilting about both axes more strongly.

The voltage at this equilibrium is $V=Q(g-x)/(\epsilon_0A)$. With $Q^2=2\epsilon_0AKx$, its square is
\begin{equation}
V^2=\frac{2\epsilon_0AKx(g-x)^2}{\epsilon_0^2A^2}
=\frac{2K}{\epsilon_0A}x(g-x)^2 ,
\end{equation}
the same curve as Eq.~\eqref{eq:equilibrium}. The voltage again peaks at $g/3$, but here the plate passes the peak without collapse, and further charging lowers the voltage.

The forces balance at the same points in both cases; the response to a disturbance differs. From $F=Q^2/(2\epsilon_0A)$,
\begin{equation}
\frac{dF}{dx}=\frac{Q}{\epsilon_0A}\frac{dQ}{dx}.
\end{equation}
At fixed charge this is zero. At fixed voltage the source adds charge as the gap closes, and the attraction grows. Pull-in occurs when this growth outpaces the spring.

\section{A suddenly applied voltage}
\label{sec:step}

Let the plate have mass $m$ and start at rest at $x=0$ when a constant voltage is switched on. Without damping, $m\ddot x=-\Pi'(x)$. Multiplying by $\dot x$ and integrating gives $\frac12m\dot x^2=\Pi(0)-\Pi(x)$. Since $1/(g-x)-1/g=x/[g(g-x)]$,
\begin{align}
\frac12m\dot x^2
&=\frac{\epsilon_0AV^2x}{2g(g-x)}-\frac12Kx^2\nonumber\\
&=\frac{x}{2g(g-x)}
\left[\epsilon_0AV^2-Kgx(g-x)\right].
\label{eq:kinetic}
\end{align}
The plate turns back where the bracket first vanishes. Because $x(g-x)$ has its maximum $g^2/4$ at $x=g/2$, a turning point exists for voltages up to
\begin{equation}
V_{\mathrm{step}}=\sqrt{\frac{Kg^3}{4\epsilon_0A}}
=\sqrt{\frac{27}{32}}\,V_{\mathrm{PI}}\approx0.919\,V_{\mathrm{PI}} .
\label{eq:step}
\end{equation}
Above this voltage the bracket stays positive and the gap closes. Below it the farthest travel is the smaller root of the bracket,
\begin{equation}
x_{\mathrm t}=\frac g2-\sqrt{\frac{g^2}{4}-\frac{\epsilon_0AV^2}{Kg}} .
\label{eq:turn}
\end{equation}
At $V_{\mathrm{step}}$ itself the root is $g/2$. Equation~\eqref{eq:equilibrium} at $x=g/2$ also gives $V^2=Kg^3/(4\epsilon_0A)$, so this point is the unstable equilibrium: the plate has just enough energy to reach the top of the barrier.

The turning point lies beyond $g/3$ when $\epsilon_0AV^2>Kg(g/3)(2g/3)$. Dividing by $\epsilon_0AV_{\mathrm{PI}}^2=8Kg^3/27$ gives $\nu^2>3/4$. For $0.866<\nu<0.919$, therefore, the undamped plate passes one third of the gap and still returns. One third limits stable rest at fixed voltage; it does not limit transient travel.

\section{A thin insulating liner}
\label{sec:liner}

Suppose the fixed conductor carries an uncharged, linear insulating layer of thickness $t$ and relative permittivity $\kappa$, with $g$ still the initial vacuum gap. The field is $\sigma/\epsilon_0$ in the vacuum and $\sigma/(\kappa\epsilon_0)$ in the layer, so
\begin{equation}
V=\frac{\sigma}{\epsilon_0}\left(g-x+\frac t\kappa\right)
=\frac{\sigma}{\epsilon_0}(G-x),\qquad G=g+\frac t\kappa .
\end{equation}
The capacitance is now $\epsilon_0A/(G-x)$. The energy argument is unchanged, and the static formulas at fixed voltage hold with $g$ replaced by $G$, provided that they give a position $x<g$. An equilibrium that they place beyond the liner surface does not exist. For pull-in they give
\begin{equation}
x_{\mathrm{PI}}=\frac G3,\qquad
V_{\mathrm{PI}}=\sqrt{\frac{8KG^3}{27\epsilon_0A}},
\qquad \frac t\kappa<2g .
\end{equation}
The last condition says that $G/3<g$, so that the plate becomes unstable before it touches the liner. If $t/\kappa>2g$, it reaches the liner while still in stable equilibrium. Measured against the vacuum gap, the critical travel with a liner is more than one third.

\section{Worked example}

Take the round model values $K=10$~N/m, $g=100$~nm, and a square plate of side $4$~$\mu$m, with no liner. The side is 40 times the gap. For two equal, thin circular plates of the same area, edge fields would raise the force at fixed voltage by only about 1\%, but the capacitance by 6 to 9\% between pull-in and zero travel. If the fixed conductor is much wider than the plate, the figures are about 2\% and 11 to 16\%. Neglecting them therefore affects the capacitances and charges below more than the pull-in voltage. The digits below serve to compare results within the model.

The area is $16\times10^{-12}$~m$^2$, and $\epsilon_0A=1.4167\times10^{-22}$~F\,m. Hence
\begin{equation}
V_{\mathrm{PI}}=\sqrt{\frac{8(10)(10^{-7})^3}
{27(1.4167\times10^{-22})}}\ \mathrm V
=\sqrt{20.915}\ \mathrm V=4.573\ \mathrm V .
\end{equation}
The travel is then 33.3~nm and the remaining gap 66.7~nm. The spring force is $10\times33.3\times10^{-9}$~N, or 333~nN, and the field is $4.573/(66.7\times10^{-9})$~V/m, about 69~MV/m. The capacitance has risen by the factor $3/2$, from 1.417 to 2.125~fF. A search for the voltage at which the minimum of $\Pi$ disappears gives the same voltage and travel to the digits quoted.

The equilibria below pull-in are as follows, with travel in nm and stiffness in N/m.
\begin{center}
\begin{tabular}{ccccc}
$V$ (V) & $x_{\mathrm s}$ & $k_V(x_{\mathrm s})$ & $x_{\mathrm u}$ & $k_V(x_{\mathrm u})$\\
2.0 & 3.01 & 9.38 & 81.34 & $-77.16$\\
3.0 & 7.44 & 8.39 & 69.77 & $-36.17$\\
4.0 & 16.10 & 6.16 & 54.32 & $-13.79$\\
4.4 & 23.33 & 3.92 & 44.47 & $-6.01$
\end{tabular}
\end{center}
At 4.0~V, for example, Eq.~\eqref{eq:stiffness} gives $10(1-0.483)/(1-0.161)=6.16$~N/m. At 2.0~V the small-travel formula~\eqref{eq:small} gives 2.83~nm, which is 6\% below the full result. At 4.4~V, only 4\% below pull-in, the plate has covered 70\% of its stable travel. There Eq.~\eqref{eq:soft} gives 4.72~N/m, 21\% above the full value, so the leading-order law needs a voltage closer to pull-in.

With charge control, and with tilting prevented, travel of $2g/3$ requires
\begin{equation}
Q=\sqrt{2(1.4167\times10^{-22})(10)(66.67\times10^{-9})}\ \mathrm C
=13.74\ \mathrm{fC},
\end{equation}
compared with 9.72~fC at $g/3$. The voltage there is 3.23~V, below the peak of 4.57~V, although the charge is larger.

For a sudden voltage, Eq.~\eqref{eq:step} gives 4.201~V, and integration of the undamped motion finds the same threshold. At 4.0~V, $\epsilon_0AV^2/(Kg^3)=0.2267$, and Eq.~\eqref{eq:turn} gives $100(0.5-\sqrt{0.25-0.2267})=34.7$~nm. The plate passes $g/3$ but stays short of the barrier at 54.3~nm, and returns. At 4.4~V the outcome depends on how the voltage is applied: after a slow, damped ramp the plate rests at 23.3~nm, whereas an undamped plate collapses after a sudden step.

In a ramp continued past pull-in, the plate reaches 95\% closure at 4.593~V, 0.4\% above $V_{\mathrm{PI}}$. By Eq.~\eqref{eq:net}, the net force near $g/3$ is small when $V$ barely exceeds $V_{\mathrm{PI}}$. The plate needs time to leave this region, and the voltage keeps rising meanwhile. The offset belongs to a linear ramp that reaches $V_{\mathrm{PI}}$ after a time $2\times10^4\sqrt{m/K}$, with damping force $2\sqrt{mK}\,\dot x$. A ramp ten times slower reduces it to about 0.09\%.

\section{Use in calculations}

For a required static voltage $V$ on a rigid plate, inverting Eq.~\eqref{eq:result} gives the condition
\begin{equation}
g>\left(\frac{27\epsilon_0AV^2}{8K}\right)^{1/3}.
\end{equation}
For a single sudden step applied to a plate at rest, without damping, Eq.~\eqref{eq:step} gives the stricter condition $g>(4\epsilon_0AV^2/K)^{1/3}$. This condition does not cover repeated switching: pulses timed with the motion of an undamped plate add energy to it and can close the gap at a lower voltage. At fixed $K$ and $A$, halving the gap lowers either threshold by the factor $2^{3/2}\approx2.83$.

For a real device these conditions are estimates, not guarantees. A line clamped at both ends closes at about 0.81 of the voltage in Eq.~\eqref{eq:result} if $K$ is taken as total load divided by mean deflection under a uniform load. With the centre deflection in place of the mean, the factor is about 1.11. Attractive surface forces lower the threshold, most of all in narrow gaps. For the $K$ and $A$ of the example, the Casimir force between ideal conductors, which overestimates that between real metals, lowers $V_{\mathrm{PI}}$ by 0.2\% at $g=100$~nm and by 5\% at 50~nm, and at 30~nm it closes the gap with no voltage applied. With stiff supports, electrical breakdown may come before pull-in, so the field in the gap must be checked separately.

Equation~\eqref{eq:stable} returns the stable travel directly. If the force law is modified and a root finder is needed, the search should be confined to the interval between zero travel and the first maximum of the equilibrium voltage. Newton's method applied to $\Pi'=0$ divides by $\Pi''$, which vanishes at pull-in. Stepping in $x$ and computing $V^2$ from force balance avoids this difficulty and traces both branches. The sign of $\Pi''$ identifies the stable branch. At a travel where an added force makes $V^2$ negative, there is no equilibrium.

\section*{Calculated quantities}
\begin{verbatim}
Vacuum permittivity: 8.85419e-12 F/m
Spring stiffness K: 10.0 N/m
Initial gap g: 100.0 nm
Plate side: 4.0 micrometre
Plate area A: 16.0 square micrometre
Plate side divided by gap: 40.0
Pull-in voltage, formula: 4.5733 V
Pull-in voltage, energy search: 4.5733 V
Travel at pull-in, formula: 33.33 nm
Travel at pull-in, energy search: 33.33 nm
Remaining gap at pull-in: 66.67 nm
Spring force at pull-in: 333.3 nN
Field at pull-in: 68.60 MV/m
Capacitance at zero travel: 1.4167 fF
Capacitance at pull-in: 2.1250 fF
At 2.0 V, stable travel: 3.01 nm
At 2.0 V, unstable travel: 81.34 nm
At 2.0 V, stable-state stiffness: 9.379 N/m
At 2.0 V, unstable-state stiffness: -77.157 N/m
At 3.0 V, stable travel: 7.44 nm
At 3.0 V, unstable travel: 69.77 nm
At 3.0 V, stable-state stiffness: 8.392 N/m
At 3.0 V, unstable-state stiffness: -36.166 N/m
At 4.0 V, stable travel: 16.10 nm
At 4.0 V, unstable travel: 54.32 nm
At 4.0 V, stable-state stiffness: 6.162 N/m
At 4.0 V, unstable-state stiffness: -13.787 N/m
At 4.4 V, stable travel: 23.33 nm
At 4.4 V, unstable travel: 44.47 nm
At 4.4 V, stable-state stiffness: 3.915 N/m
At 4.4 V, unstable-state stiffness: -6.014 N/m
Charge at one-third travel: 9.718 fC
Charge at two-thirds travel: 13.744 fC
Charge-controlled travel at that charge: 66.67 nm
Voltage at two-thirds travel: 3.2338 V
Peak voltage in charge sweep: 4.5733 V
Sudden-step threshold, formula: 4.2008 V
Sudden-step threshold, motion: 4.2008 V
Sudden-step threshold / pull-in voltage: 0.9186
Farthest travel after sudden 4.0 V: 34.72 nm
Travel held after slow ramp to 4.4 V: 23.33 nm
Ramp time to pull-in voltage: 20000 sqrt(mass/K)
Ramp damping coefficient: 2.0 sqrt(mass*K)
Voltage at 95 percent closure in slow ramp: 4.5926 V
\end{verbatim}
